# The Leading Quantum Correction to Sublimation Enthalpy from Harmonic Lattice Modes

## One atom in one well

Consider a crystal of atoms in which each atom vibrates independently about its site, with the same angular frequency $\omega$ in all three directions. With every atom at rest at the bottom of its well, the crystal has energy $-E$ per atom relative to separated atoms at rest, where $E>0$ is the static energy. (In a crystal held together by forces between its atoms, this is not the cost of pulling one atom out of the interior and leaving a vacancy. For pair forces and unrelaxed neighbours, that cost is $2E$.) The vapour is an ideal monatomic gas. How does the heat of sublimation depend on the vibrational quantum $e=\hbar\omega$?

Let $\beta=1/kT$ and $x=e/kT$. One oscillator has levels $(n+\tfrac12)e$, so its partition function is a geometric series,

$$z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)}. \tag{1}$$

Its mean energy is $U=-\partial\ln z/\partial\beta$. Since $x=\beta e$,

$$U=\frac e2\coth\frac x2=\frac e2+\frac{e}{e^{x}-1}. \tag{2}$$

In the second form the first term is the zero-point energy and the second is the thermal energy above it. (The exponential is written $e^{x}$; elsewhere $e$ is the quantum.)

For small $x$, write

$$\frac{e^{x}-1}{x}=1+\frac x2+\frac{x^2}{6}+\frac{x^3}{24}+\frac{x^4}{120}+\dots$$

and let its reciprocal be $1+a_1x+a_2x^2+a_3x^3+a_4x^4+\dots$. The product of the two series is 1, so each power of $x$ must cancel:

$$\begin{aligned}
a_1&=-\tfrac12,\\
a_2&=-\tfrac16-\tfrac12a_1=-\tfrac16+\tfrac14=\tfrac1{12},\\
a_3&=-\tfrac1{24}-\tfrac16a_1-\tfrac12a_2=-\tfrac1{24}+\tfrac1{12}-\tfrac1{24}=0,\\
a_4&=-\tfrac1{120}-\tfrac1{24}a_1-\tfrac16a_2-\tfrac12a_3=-\tfrac1{120}+\tfrac1{48}-\tfrac1{72}=-\tfrac1{720}.
\end{aligned}$$

The thermal energy is $kT$ times this reciprocal. Its linear term, $-kTx/2=-e/2$, cancels the zero-point energy in (2), leaving

$$U=kT+\frac{e^2}{12kT}-\frac{e^4}{720(kT)^3}+\dots \tag{3}$$

The gas atom has enthalpy $\tfrac32kT+kT$, the second term being $pV$ per atom. The crystal atom has energy $-E+3U$, and its own $pV$ is negligible at low pressure. Hence

$$\Delta H=E+\tfrac52kT-3U\simeq E-\tfrac12kT-3\,\frac{e^2}{12kT}. \tag{4}$$

Each of the three vibrations lowers the sublimation enthalpy by $e^2/12kT$. A quantum oscillator holds more energy than a classical one at the same temperature, so the crystal starts higher and less heat is needed to leave it.

The word "lowers" needs a reference. Here it is the classical enthalpy with the same static energy $E$, measured from the bottom of the well. The zero-point energy is already inside (3) and must not be subtracted again. The enthalpy at 0 K is a different reference: there $\Delta H=E-\tfrac32e$, which does contain the full zero-point energy.

## Rigid molecules and coupled modes

Now let the crystal consist of $N$ rigid, nonlinear molecules. Each has three displacements and three small rotations, so there are $6N$ lattice modes, or six per molecule. Assume that

- the modes are harmonic;
- vibrations inside the molecule are the same in crystal and vapour, so that they cancel;
- the vapour is ideal, with classical translation and rotation.

The gas molecule has enthalpy $\tfrac32kT+\tfrac32kT+kT=4kT$. In normal coordinates the crystal is a set of independent oscillators, and (2) holds for each. With $E$ and the sums over modes understood per molecule,

$$\Delta H=E+4kT-\sum_jU_j=E-2kT-\sum_j\frac{e_j^2}{12kT}+\sum_j\frac{e_j^4}{720(kT)^3}-\dots \tag{5}$$

The classical part is $\Delta H_{\rm cl}=E-2kT$. The three uniform translations of the whole crystal are not oscillators, but three modes among $6N$ do not affect the energy per molecule of a large crystal.

Internal vibrations are kept out of (5) because many have quanta comparable with $kT$ or larger. If they shift on sublimation, their energy change should be taken from (2), because the leading term of the expansion is inaccurate for such large quanta.

### Sign and size at any temperature

The series converges for $x<2\pi$, because $\coth(x/2)$ has its nearest singularities, apart from the one cancelled by the factor $x$, at $x=\pm2\pi i$. The sign of the correction does not depend on convergence. For every $x>0$,

$$1+\frac{x^2}{12}-\frac{x^4}{720}<\frac x2\coth\frac x2<1+\frac{x^2}{12}. \tag{6}$$

To prove this, put $y=x/2$ and multiply by $\sinh y>0$. The upper bound becomes $y\cosh y<(1+y^2/3)\sinh y$. Compare the coefficients of $y^{2n+1}$, multiplied by $(2n+1)!$. The left side gives $2n+1$ and the right side gives $1+2n(2n+1)/3$. Right minus left is

$$\frac{2n(2n+1)}3-2n=\frac{4n(n-1)}{3},$$

which vanishes for $n=0,1$ and is positive for $n\ge2$. For the lower bound the right side acquires $-(y^4/45)\sinh y$, which contributes $-(2n+1)(2n)(2n-1)(2n-2)/45$. The difference becomes

$$\frac{4n(n-1)}3-\frac{4n(n-1)(4n^2-1)}{45}=\frac{16n(n-1)(4-n^2)}{45},$$

which vanishes for $n=0,1,2$ and is negative for $n\ge3$. Both bounds follow. Within the harmonic model, then, the lattice modes lower $\Delta H$ at every temperature, and the leading term is an upper bound on the lowering.

In the opposite limit, $kT\ll e_j$, the thermal term in (2) dies out and $U_j\to e_j/2$. The lowering relative to the classical value then tends to $\sum_j(e_j/2-kT)$: the zero-point energy less the classical thermal energy that the frozen modes no longer hold.

### Only the mean square frequency matters

The leading term needs $\sum_j\omega_j^2$, not the full phonon spectrum. Let $\Phi$ be the matrix of second derivatives of the potential energy with respect to displacements and small rotations about the principal axes. Let $M$ be the diagonal matrix of masses and moments of inertia. The squared frequencies are the eigenvalues of $M^{-1/2}\Phi M^{-1/2}$, and the sum of eigenvalues is the trace. For equivalent molecules of mass $m$ and principal moments $I_a$, the sum per molecule is therefore

$$\sum_j\omega_j^2=\sum_{\alpha=1}^{3}\frac{\Phi_{\alpha\alpha}}{m}+\sum_{a=1}^{3}\frac{\Phi_{aa}}{I_a}. \tag{7}$$

A diagonal element of $\Phi$ is the stiffness felt by one molecule when it alone is moved. Coupling between molecules spreads the frequencies but leaves this sum unchanged at given diagonal stiffness. The independent-site picture of the opening case thus gives the correct leading term for a coupled crystal, provided that its stiffness is the one with all neighbours held fixed.

A ring of 24 molecules, each with one displacement $u_n$ and one tilt $\phi_n$, tests this. In units with $\hbar=kT=1$, take mass 1, moment of inertia 0.5 and potential energy

$$\tfrac12\sum_n\left[0.010(u_{n+1}-\phi_{n+1}-u_n-\phi_n)^2+0.005(u_{n+2}-u_n)^2+0.010\,\phi_n^2\right].$$

Moving one $u_n$ meets the stiffness $2(0.010)+2(0.005)=0.030$. Changing one $\phi_n$ meets $2(0.010)+0.010=0.030$. The predicted excess over the classical energy is $(0.030/1+0.030/0.5)/12=0.007500$ per molecule. Summing (2) over all the ring's normal modes gives 0.007491. The small deficit has the sign required by (6).

## The same correction in the vapour pressure

At equilibrium the chemical potentials of vapour and crystal are equal. For the ideal gas $\mu_g=\mu_0(T)+kT\ln p$. For the crystal, (1) gives

$$\mu_c=-E+kT\sum_j\ln\left(2\sinh\frac{x_j}{2}\right). \tag{8}$$

The classical crystal has $\ln x_j$ in place of each logarithm, the small-$x$ limit. Subtracting the two equilibrium conditions at the same $T$ and $E$ removes $\mu_0$:

$$\ln\frac p{p_{\rm cl}}=\sum_j\ln\frac{2\sinh(x_j/2)}{x_j}\simeq\sum_j\frac{x_j^2}{24}. \tag{9}$$

The last step uses $\sinh y/y=1+y^2/6+\dots$ with $y=x_j/2$. Quantum motion raises the vapour pressure.

The slope of the pressure curve must return the enthalpy. Along the equilibrium curve $\mu_g/T=\mu_c/T$. At fixed pressure the temperature derivative of $\mu/T$ is $-h/T^2$, where $h$ is the enthalpy per molecule. The gas side has the further term $k\,d\ln p/dT$; the corresponding crystal term is proportional to its small molecular volume and is dropped. Thus

$$kT^2\frac{d\ln p}{dT}=h_g-h_c=\Delta H. \tag{10}$$

Applying this to (9) at fixed frequencies gives

$$kT^2\frac d{dT}\sum_j\frac{e_j^2}{24k^2T^2}=-\sum_j\frac{e_j^2}{12kT}, \tag{11}$$

in agreement with (5).

## When the crystal may expand

In (5), $E$ and the frequencies belong to the actual volume of the crystal. A different question is how far the enthalpy shifts when a classical crystal and a quantum crystal, at the same low pressure, each choose their own volume.

At negligible pressure the volume minimizes the free energy. The quantum term adds $\delta g=\sum_je_j^2/24kT$ per molecule, by the expansion in (9). Because the classical free energy is stationary at its own equilibrium volume, the resulting volume change affects the minimum only at second order in $\delta g$. To first order, $\delta g$ may be evaluated at the classical volume $V_{\rm cl}(T)$.

Let all modes share one Grüneisen parameter, $\gamma=-d\ln e_j/d\ln V$, and let $\alpha=d\ln V_{\rm cl}/dT$. Then $d e_j/dT=-\gamma\alpha e_j$. From $h=-T^2\,d(g/T)/dT$,

$$\begin{aligned}
\delta h_c&=-T^2\frac d{dT}\sum_j\frac{e_j^2}{24kT^2}
=\sum_j\frac{e_j^2}{12kT}-\sum_j\frac{e_j}{12k}\frac{de_j}{dT}\\
&=(1+\gamma\alpha T)\sum_j\frac{e_j^2}{12kT}.
\end{aligned} \tag{12}$$

The factor $1/12$ alone is right when the classical reference is held at the actual volume. The extra factor appears when it is not.

## Quantization of the free rotor

Treating the vapour's rotation as classical also discards a quantum term. For a spherical top of rotational constant $B=\hbar^2/2I$, the levels are $BJ(J+1)$ with degeneracy $(2J+1)^2$. Nuclear symmetry divides the high-temperature partition function by a constant and does not affect the energy. With $b=B/kT$ and $j=J+\tfrac12$, we have $J(J+1)=j^2-\tfrac14$ and

$$z_{\rm rot}=e^{b/4}\sum_{j=1/2,3/2,\dots}4j^2e^{-bj^2}\simeq e^{b/4}\int_0^\infty4j^2e^{-bj^2}dj=e^{b/4}\sqrt\pi\,b^{-3/2}. \tag{13}$$

For $b\ll1$ the summand is smooth on the scale of one step. Poisson summation shows that the error of the integral carries the very small factor $e^{-\pi^2/b}$. Differentiating, $-\partial\ln z_{\rm rot}/\partial\beta=\tfrac32kT-B/4$.

This shift is of order $\hbar^2$, like the lattice correction, so its size must be compared. A libration of stiffness $\kappa$ has $\omega^2=\kappa/I$, hence $e^2=2B\kappa$ and

$$\frac{B}{e^2/kT}=\frac{kT}{2\kappa}=\frac12\langle\phi^2\rangle_{\rm cl}. \tag{14}$$

The libration's own correction is $e^2/12kT$, so the rotor shift $B/4$ is a fraction $\tfrac32\langle\phi^2\rangle_{\rm cl}$ of it. This fraction is small when the libration angle is small, which the harmonic model already requires. The librating molecule in the crystal can have a term of the same size, which would offset this one in $\Delta H$, though not necessarily exactly. That term is not computed here, so $-B/4$ is a shift of the gas energy only, not a net change in the sublimation enthalpy.

## Carbon tetrabromide in a source ampoule

Solid carbon tetrabromide supplies carbon for doping in vapour-phase epitaxy. Take an ampoule at 293 K. The translational modes are set at 25, 35 and 45 cm⁻¹ and the librations at 20, 30 and 40 cm⁻¹, as rough root-mean-square values for the branches. Each branch is then treated as a single frequency. A spread within a branch leaves the leading term unchanged, but it would shift the zero-point energy and the low-temperature values below somewhat. It would also change the absolute pressure, which by (8) depends on $\sum_j\ln e_j$: a Debye spread of the three translational branches at the same root-mean-square values multiplies the classical pressure by 0.79, while the ratio (9) is unchanged at leading order. The static energy, 65.0 kJ/mol, is chosen to put the pressure near one Torr.

At this temperature $RT=2.436$ kJ/mol, or 203.6 cm⁻¹. The squares of the six wavenumbers add up to 6775 cm⁻², so the lowering is

$$\frac{6775}{12\times203.6}\ {\rm cm^{-1}}=2.77\ {\rm cm^{-1}},$$

which is 33.2 J/mol, or 0.34 meV per molecule. The 45 cm⁻¹ mode contributes 9.9 J/mol and the 20 cm⁻¹ mode 2.0 J/mol. Direct summation over oscillator levels gives a total of 33.15 J/mol, against 33.17 J/mol from the leading term; the next term of the series, 0.019 J/mol, accounts for the difference.

The classical enthalpy is $65.0-2(2.436)=60.128$ kJ/mol. The correction brings it to 60.095 kJ/mol, a reduction of 0.055 % relative to the classical value. The zero-point energy is much larger, 1166 J/mol, but the thermal energy lies 1133 J/mol below its classical value, and only the difference of 33 J/mol remains. Subtracting the zero-point energy from $\Delta H_{\rm cl}$ would overstate the correction 35 times.

The vapour pressure rises from 0.833 to 0.839 Torr, a ratio of 1.0068. A numerical derivative of the two pressure curves gives an enthalpy change of $-33.15$ J/mol, confirming (11). From (10), $d\ln p/dT=60.095/(2.436\times293)=0.084$ K⁻¹, so the pressure change equals that caused by warming the ampoule by about 0.08 K.

With frequencies held fixed, cooling shows where the leading term fails:

| $T$ (K) | largest $x$ | leading (J/mol) | harmonic (J/mol) |
|---|---|---|---|
| 293 | 0.22 | 33.2 | 33.1 |
| 75 | 0.86 | 129.6 | 128.5 |
| 30 | 2.16 | 323.9 | 307.9 |
| 10 | 6.47 | 971.7 | 700.1 |

At 30 K the leading term is 5 % above the harmonic result. At 10 K it is 39 % above, and the stiffest mode has passed $x=2\pi$, so its series diverges. The low-temperature limit gives $1166-6(83.1)=667$ J/mol at 10 K; the remaining 33 J/mol is thermal energy in modes not yet frozen.

## What the model leaves out

**Expansion.** Take $\gamma=2.5$ and a static energy quadratic in volume about its minimum, with a molar volume of 100 cm³ and a bulk modulus of 5 GPa at that minimum, all rough. The wavenumbers above refer to the classical volume at 293 K, which in this model is 107 cm³, where the isothermal bulk modulus is 5.7 GPa. The classical expansivity is then $2.05\times10^{-4}$ K⁻¹ and the factor in (12) is 1.150, which predicts $33.17\times1.150=38.1$ J/mol. Minimizing the full quantum free energy gives 38.11 J/mol. Expansion itself costs 1170 J/mol of static energy, a classical effect that must be included in $E$.

**Anharmonic libration.** Suppose that a molecule turns about a fixed axis in the well $(\kappa/9)(1-\cos3\phi)$. The quartic term is $-\tfrac38\kappa\phi^4$. With $\langle\phi^4\rangle=3(kT/\kappa)^2$, it changes the classical free energy by $-9(kT)^2/8\kappa$, and the energy $F-T\,dF/dT$ by $+9(kT)^2/8\kappa$. For small libration angles in this well, anharmonicity therefore also lowers $\Delta H$. Using the same well for all three librations gives only an order of magnitude, since a tetrahedral molecule does not have three mutually perpendicular threefold axes. For a C–Br length of 0.194 nm, the rms angles in the harmonic approximation are 8.4°, 5.6° and 4.2°, and the formula gives about 100 J/mol in total. Integration over the full well gives 121 J/mol, several times the quantum correction.

**Internal modes.** With rough wavenumbers of 270 (once), 120 (twice), 670 and 180 cm⁻¹ (three times each), raising all these wavenumbers by 1 % in the crystal, with the vapour unchanged, lowers $\Delta H$ by 117 J/mol.

**The vapour.** Rotor quantization changes the gas energy by $-0.06$ J/mol. Non-ideality, with a rough value of $-5$ L/mol for $B_2-T\,dB_2/dT$, where $B_2$ is the second virial coefficient, changes its enthalpy by $-0.6$ J/mol.

The pressure near one Torr was imposed through $E$ and is not a prediction; nor is the sublimation enthalpy of 60 kJ/mol that follows from the same choice. Anharmonic translation was not estimated and may matter as much as anharmonic libration. Harmonic libration and unchanged internal modes are weak assumptions too: on the estimates above, either can move $\Delta H$ by about 0.1 kJ/mol, more than the lattice quantum correction itself. For these parameters the $e^2/12kT$ terms therefore show that classical treatment of the lattice modes costs little accuracy; including them alone would not make a calculated sublimation enthalpy accurate to 0.03 kJ/mol.

## Table of computed values

```
Temperature: 293 K; RT = 2.4361 kJ/mol
RT as a wavenumber: 203.6 cm^-1
Static lattice energy (chosen): 65.0 kJ/mol
Mode (cm^-1) | x | leading lowering (J/mol) | level sum (J/mol)
    25 | 0.1228 | 3.060 | 3.059
    35 | 0.1719 | 5.997 | 5.994
    45 | 0.2210 | 9.913 | 9.905
    20 | 0.0982 | 1.958 | 1.958
    30 | 0.1473 | 4.406 | 4.404
    40 | 0.1964 | 7.832 | 7.827
Total lowering, leading term: 33.17 J/mol
Total lowering, level sums: 33.15 J/mol
Total lowering, leading term: 0.344 meV per molecule
Next series term: 0.0187 J/mol
Zero-point energy of lattice modes: 1166.4 J/mol
Thermal (Planck) energy minus 6RT: -1133.2 J/mol
Zero-point energy / total lowering: 35.2
Classical sublimation enthalpy: 60.128 kJ/mol
Quantum sublimation enthalpy: 60.095 kJ/mol
Lowering / classical enthalpy: 0.055 %
Change of vapour-pressure slope enthalpy: -33.15 J/mol
Vapour pressure, classical crystal: 0.8329 Torr
Vapour pressure, quantum crystal: 0.8385 Torr
Pressure ratio quantum/classical: 1.00683
T (K) | largest x | leading (J/mol) | exact harmonic (J/mol)
   293 | 0.221 | 33.2 | 33.1
   150 | 0.432 | 64.8 | 64.6
    75 | 0.863 | 129.6 | 128.5
    30 | 2.158 | 323.9 | 307.9
    10 | 6.474 | 971.7 | 700.1
Ring model, excess per molecule from all modes: 0.007491 kT
Ring model, excess from one-molecule stiffness: 0.007500 kT
Ring model, largest x: 0.316
Inputs: V = 100 cm^3/mol, bulk modulus = 5 GPa, gamma = 2.5
Model volume expansivity: 2.05e-04 1/K
Constant-pressure factor 1+gamma*alpha*T: 1.150
Lowering at constant pressure, full model: 38.11 J/mol
Static energy cost of thermal expansion: 1170 J/mol
Rms libration angles (20, 30, 40 cm^-1): 8.4, 5.6, 4.2 degrees
Classical libration anharmonicity, sum: 120.6 J/mol
Internal modes 1 % stiffer in crystal: 116.9 J/mol
C-Br length (rough): 0.194 nm; B = 0.02102 cm^-1
Gas-rotor quantum shift: -0.0629 J/mol
Virial input B2-T*dB2/dT (rough): -5 L/mol
Vapour non-ideality shift: -0.56 J/mol
```
